When Short, Hot Anneals Favour Dopant Activation over Diffusion

**Two speed-up factors**

Suppose that an anneal of 30 s at 1200 K activates 95 % of the implanted dopant. The wafer is then annealed at 1400 K instead, where activation runs 501 times faster and diffusion 126 times faster. The same activation now takes 30 s/501 = 0.060 s. In that time the dopant diffuses 126 times faster for a time 501 times shorter, so the product of diffusivity and time falls to 126/501 = 0.25 of its former value. The distance spread, which goes as the square root of that product, is halved.

Exchange the two factors and the result reverses: the hotter anneal is still shorter, but the dopant spreads twice as far. What decides the outcome is which process gains more from the heat. For Arrhenius processes, that is the one with the larger activation energy.

**The model and its assumptions**

Let a be the activated fraction, starting from zero, and k_a the activation rate. Activation is taken as irreversible and first order:

da/dt = k_a (1 − a).

All of the dopant, active or not, diffuses in one dimension, far from any surface, with a diffusivity D that depends on temperature alone. Each process has one constant activation energy, E_a for activation and E_d for diffusion. The two are matched at a temperature T₀:

k_a = k₀ exp[−(E_a/k_B)(1/T − 1/T₀)],

D = k₀L² exp[−(E_d/k_B)(1/T − 1/T₀)].

Here k_B is Boltzmann's constant and L a chosen length. Matching means that k_a and the diffusion rate D/L² both equal k₀ at T₀. Energies are in eV, temperatures in K, times in s and lengths in nm.

**What each process accumulates**

Dividing the activation equation by 1 − a and integrating over the anneal gives

−ln(1 − a) = ∫k_a dt ≡ θ.

A required activated fraction therefore fixes θ, whatever the temperature history.

For diffusion, the concentration c(x,t) obeys ∂c/∂t = D ∂²c/∂x². Multiply by x² and integrate over x. Two integrations by parts, with c vanishing far away, give

d/dt ∫x²c dx = D ∫x² (∂²c/∂x²) dx = 2D ∫c dx.

The same procedure with x in place of x² gives zero, so the mean position stays put. Dividing by the conserved dose ∫c dx shows that the variance of the profile grows at the rate 2D. With

B ≡ ∫D dt,

the variance grows by 2B, and the added rms spread is λ = √(2B). It adds in quadrature: a profile of initial rms width σ₀ ends with the width √(σ₀² + λ²). The shape of the initial profile does not matter for λ.

At constant temperature θ = k_a t and B = Dt. Halving the time halves both, so shortness by itself is not selective. At 1200 K in the example below, cutting 30 s to 15 s lowers the spread from 24.5 to 17.3 nm, but it also lowers the activated fraction from 0.95 to 0.78.

**Why the energy difference decides**

Now hold the activated fraction fixed. The time needed at temperature T is t = θ/k_a, so

B = Dt = θ D/k_a.

In the ratio D/k_a the factor k₀ cancels, and the exponents subtract:

−(E_d/k_B)(1/T − 1/T₀) + (E_a/k_B)(1/T − 1/T₀) = [(E_a − E_d)/k_B](1/T − 1/T₀).

Hence

B = θL² exp{[(E_a − E_d)/k_B](1/T − 1/T₀)}.     (1)

Since d(1/T)/dT = −1/T², the logarithmic slope is

d ln B/dT = −(E_a − E_d)/(k_B T²).     (2)

With E_a > 0, a hotter anneal is also a shorter one. It spreads the dopant less if E_a > E_d, equally if E_a = E_d, and more if E_a < E_d. Within this model the condition is both necessary and sufficient.

Matching serves to fix the scale. If the two rates were not equal at T₀, B would be multiplied by the same constant at every temperature and the slope (2) would not change. Nor does the trend need first-order kinetics. For any irreversible law da/dt = k_a f(a), with f positive up to the target, θ = ∫da/f(a) is again fixed by the target. For second order, f = (1 − a)², this gives θ = 1/(1 − a) − 1 = a/(1 − a). The size of B changes, but its dependence on temperature does not.

**How large the effect is**

Take round model parameters: T₀ = 1200 K, k₀ = 0.1 s⁻¹, L = 10 nm, E_d = 3.5 eV and a target of 0.95. They are not fitted to a particular dopant, so the spreads below illustrate the trend and do not predict those of a real wafer. Then θ = −ln 0.05 = 2.996. The temperatures 1050, 1200 and 1400 K are equally spaced in 1/T. Going from 1200 to 1400 K multiplies a rate by 3.981 for each eV of its activation energy; going down to 1050 K divides it by the same factor.

At 1200 K, B = 2.996 × 100 nm² = 299.6 nm², and λ = √599.1 nm = 24.5 nm for every E_a. At 1400 K with E_a = 4.5 eV, the energy difference is +1 eV and

B = 299.6 nm²/3.981 = 75.3 nm², λ = 12.3 nm.

The times and spreads for the target fraction are:

E_a = 4.5 eV: 15 000 s and 48.8 nm at 1050 K; 0.060 s and 12.3 nm at 1400 K.
E_a = 3.5 eV: 3770 s and 24.5 nm at 1050 K; 0.24 s and 24.5 nm at 1400 K.
E_a = 2.5 eV: 947 s and 12.3 nm at 1050 K; 0.95 s and 48.8 nm at 1400 K.

In the middle case the anneal time changes by a factor of about 16 000 and the spread does not change at all. These spreads were tested by integrating the activation equation and letting a profile diffuse on a grid; they agree with equation (1).

The same competition can be read at a fixed allowed spread. From (1), θ = (B/L²)(k_aL²/D), and so

a = 1 − exp[−(B/L²)(k_aL²/D)].

For λ = 20 nm, B = 200 nm² and B/L² = 2. With E_a = 4.5 eV the activated fraction is 1 − exp(−2/3.981) = 0.39 at 1050 K, 0.86 at 1200 K and 1 − exp(−2 × 3.981) = 0.9997 at 1400 K. With E_a = 2.5 eV the sequence runs backwards.

**Real cycles have ramps**

When T varies during the anneal, write D dt = (D/k_a) k_a dt, so that

B = ∫(D/k_a) dθ.

B is thus θ times an average of D/k_a, weighted by where the activation takes place. If E_a > E_d, this ratio is smallest at the peak temperature T_p. Every cycle with that peak and the same θ then has a B at least as large as that of an isothermal anneal at T_p. If E_a < E_d the inequality reverses, because activation done on the cooler ramps costs less diffusion.

For a spike that rises and falls linearly at the rate β, the integral needed is

∫exp(−E/k_BT) dT = T e^(−x) − (E/k_B) E₁(x), x = E/(k_BT),

where E₁(x) = ∫ₓ^∞ (e^(−u)/u) du. To check it, use dx/dT = −x/T. The first term has the derivative e^(−x) + x e^(−x). Since dE₁/dx = −e^(−x)/x, we have dE₁/dT = e^(−x)/T, and the second term contributes −(E/k_B)e^(−x)/T = −x e^(−x). The sum is e^(−x), as required.

For large x, E₁(x) ≈ (e^(−x)/x)(1 − 1/x). With E/k_B = xT, the leading parts cancel and T e^(−x)/x = (k_BT²/E) e^(−x) remains. Neglecting the cold end of the ramp and counting both ramps, each process acts as if held at the peak for the time

t_eff ≈ 2k_BT_p²/(Eβ).

The process with the smaller energy is active for longer around the peak. Dividing the effective time for diffusion by that for activation gives, to leading order,

B/B(isothermal at T_p) ≈ E_a/E_d.

For E_a = 4.5 eV this estimate is 1.29, and the integrated spikes give 1.27. For E_a = 2.5 eV it is 0.71, against 0.73.

The ramp rate matters through the peak it permits. Define J(E,T_p) as the integral of exp[−(E/k_B)(1/T − 1/T₀)] from the start temperature to T_p. Then

θ = 2k₀J(E_a,T_p)/β, B = 2k₀L²J(E_d,T_p)/β.

At a fixed peak, a faster ramp lowers θ and B in the same proportion and selects nothing. At fixed θ, a faster ramp needs a larger J(E_a,T_p), hence a higher peak. The ratio B/θ = L²J(E_d,T_p)/J(E_a,T_p) then changes. The logarithmic derivative of each J with respect to T_p is its integrand at the peak divided by J:

∂ ln J/∂T_p = 1/∫exp[−(E/k_B)(1/T − 1/T_p)] dT.

Below the peak the exponent is negative, so a larger E makes the integral smaller and the derivative larger. For E_a > E_d the denominator of B/θ therefore grows faster, and B falls; for E_a < E_d it rises. The isothermal criterion carries over to these spikes.

With E_a = 4.5 eV and spikes from 800 K, raising β from 100 to 1000 K/s moves the required peak from 1317 to 1394 K and lowers the spread from 18.0 to 14.1 nm. With E_a = 2.5 eV the same change raises the spread from 39.8 to 60.6 nm. These spikes cool as fast as they heat. For unequal linear rates, 2/β becomes 1/β_up + 1/β_down, so the slower ramp dominates. A wafer of standard thickness that cools by radiation loses only about 100 to 200 K/s at these temperatures. With E_a = 4.5 eV, heating at 1000 K/s and cooling at 100 K/s gives a peak of 1336 K and a spread of 16.9 nm.

**When activation can be undone**

The criterion can fail if active dopants also deactivate, at a rate k_b with activation energy E_b:

da/dt = k_a(1 − a) − k_b a = (k_a + k_b)(a_c − a), a_c = k_a/(k_a + k_b).

At constant temperature, a fraction that starts from zero approaches the ceiling a_c and cannot pass it: a = a_c{1 − exp[−(k_a + k_b)t]}, so a target a* below the ceiling takes the time

t = −ln(1 − a*/a_c)/(k_a + k_b).

If E_a > E_b, the ceiling rises with temperature. Take E_a = 2.5 eV, E_b = 1.5 eV and k_b/k_a = 0.04 at 1200 K, with E_d still 3.5 eV. At 1050 K the ceiling is 0.863, and no anneal time reaches 0.95. The target becomes reachable above 1167 K, where the required time starts from infinity. A search over isothermal anneals up to 1400 K finds the least spread, 28.9 nm, near 1189 K, with a time of 58 s. At 1400 K the spread is 50.3 nm. Some heat is necessary here although E_a < E_d, but for an anneal at one temperature more heat does harm above about 1189 K. A cycle in two steps can do better: about 690 s at 1060 K, which brings a to 0.84, followed by 18 s at 1208 K reaches 0.95 with a spread of 24.7 nm.

Two further assumptions can fail. If implantation damage enhances diffusion for a while, D depends on time as well as temperature, and D/k_a is no longer a function of T alone. If D depends on concentration, the variance no longer grows at the simple rate 2D. Equation (1) should not be used in either case without a model of the extra dependence.

Inactive dopant may also be immobile, for example when it sits in clusters. If activation is irreversible and equally fast everywhere, the variance then grows at the rate 2Da, and B is replaced by ∫aD dt. At constant temperature this equals (D/k_a)∫a dθ, where the last integral is fixed by the target. The spreads are smaller, but the isothermal trend with temperature is the same.

**What to do**

Measure the energy difference under the conditions of use. Anneal two samples to the same activated fraction at temperatures T₁ and T₂, and subtract the initial variance from each final variance to obtain λ₁² and λ₂². Since λ² = 2B, taking the logarithm of the ratio of equation (1) at the two temperatures gives

E_a − E_d = 2k_B ln(λ₁/λ₂)/(1/T₁ − 1/T₂).

With the model values 24.48 nm at 1200 K and 12.27 nm at 1400 K, this returns 1.0 eV, as it should. Two points cannot show whether this difference is the same at all temperatures; a third temperature provides a test. The formula relies on the assumptions behind equation (1), including a constant temperature. The ramps must therefore add little to either activation or diffusion, or the value can be biased. In the example, ramps of 1000 K/s already exceed the target at a peak of 1400 K, and a hold at 1200 K compared with the spike to 1394 K returns 0.82 eV. The profile must also stay far from the surface: for a Gaussian of 8 nm rms width centred 20 nm below a reflecting surface, the formula returns 0.76 eV instead of 1.0 eV. If damage enhances diffusion for a while, the value it returns is in general not E_a − E_d and can even have the wrong sign.

Suppose first that deactivation is negligible and that diffusion is neither enhanced by implantation damage nor dependent on concentration. If the difference is positive, ramp as quickly as the wafer and equipment allow, and use a high peak with a hold no longer than activation needs. The ramp rate limits the useful peak: once the ramps alone reach the target, a still hotter peak only activates more than required and spreads the dopant further. In the example with E_a = 4.5 eV, that limit is 1317 K at 100 K/s and 1394 K at 1000 K/s when cooling is as fast as heating, and 1336 K for 1000 K/s up and 100 K/s down. If it is negative, use the coolest anneal whose duration is acceptable. If it is close to zero, choose the temperature on other grounds, since within this model it will hardly change the spread.

If any of these conditions fails, the rules are not safe. With damage-enhanced diffusion, for example, the coolest anneal can spread the dopant most even though E_a < E_d. Compare the spreads at several temperatures for which the activation ceiling lies above the target. A ceiling only just above the target is not enough, because the required time, and with it the spread, grows without limit as the ceiling comes down to the target.

Computed results

```
Boltzmann constant: 8.617333e-05 eV/K
matching temperature: 1200 K, rate 0.10 1/s
length L: 10 nm, Ed: 3.5 eV
target fraction: 0.95, theta: 2.9957
T=1050 K: D=0.07945 nm^2/s, factor per eV=0.2512
T=1200 K: D=10 nm^2/s, factor per eV=1.0000
T=1400 K: D=1259 nm^2/s, factor per eV=3.9808
isothermal anneals to the target fraction:
 Ea=4.5 eV, T=1050 K: time=1.501e+04 s, spread=48.84 nm
 Ea=4.5 eV, T=1200 K: time=29.96 s, spread=24.48 nm
 Ea=4.5 eV, T=1400 K: time=0.05979 s, spread=12.27 nm
 Ea=3.5 eV, T=1050 K: time=3771 s, spread=24.48 nm
 Ea=3.5 eV, T=1200 K: time=29.96 s, spread=24.48 nm
 Ea=3.5 eV, T=1400 K: time=0.238 s, spread=24.48 nm
 Ea=2.5 eV, T=1050 K: time=947.2 s, spread=12.27 nm
 Ea=2.5 eV, T=1200 K: time=29.96 s, spread=24.48 nm
 Ea=2.5 eV, T=1400 K: time=0.9475 s, spread=48.84 nm
second-order law, Ea=4.5 eV: spread 61.64 nm at 1200 K, 30.90 nm at 1400 K
half time at 1200 K: 14.98 s, fraction 0.7764, spread 17.31 nm
activated fraction at a fixed spread of 20 nm:
 Ea=4.5 eV: 0.3949 at 1050 K, 0.8647 at 1200 K, 0.9997 at 1400 K
 Ea=3.5 eV: 0.8647 at 1050 K, 0.8647 at 1200 K, 0.8647 at 1400 K
 Ea=2.5 eV: 0.9997 at 1050 K, 0.8647 at 1200 K, 0.3949 at 1400 K
spikes from 800 K to the target fraction:
 Ea=4.5 eV, 100 K/s: peak=1316.7 K, spread=17.96 nm, B/B(peak)=1.2691
 Ea=4.5 eV, 1000 K/s: peak=1393.7 K, spread=14.08 nm, B/B(peak)=1.2683
 Ea=3.5 eV, 100 K/s: peak=1342.0 K, spread=24.48 nm, B/B(peak)=1.0000
 Ea=3.5 eV, 1000 K/s: peak=1445.1 K, spread=24.48 nm, B/B(peak)=1.0000
 Ea=2.5 eV, 100 K/s: peak=1383.7 K, spread=39.78 nm, B/B(peak)=0.7313
 Ea=2.5 eV, 1000 K/s: peak=1537.8 K, spread=60.61 nm, B/B(peak)=0.7330
leading estimate Ea/Ed of B/B(peak): 1.2857 for 4.5 eV, 1.0000 for 3.5 eV, 0.7143 for 2.5 eV
reversible case: Ea=2.5 eV, Eb=1.5 eV, kb/ka=0.04 at 1200 K
 fraction after 9485 s at 1050 K: 0.8626
 threshold temperature for the target: 1166.9 K
 T=1177.8 K: ceiling=0.9542, time=81.63 s, spread=29.37 nm
 T=1188.7 K: ceiling=0.9580, time=57.65 s, spread=28.92 nm
 T=1400.0 K: ceiling=0.9901, time=1.004 s, spread=50.28 nm
```
